# Donor spin-resonance line shape from randomly placed silicon-29 nuclei

## Definitions and conventions

A neutral phosphorus donor in silicon holds one electron of spin $S=1/2$. The electron overlaps many lattice sites. Each site $l$ holds a silicon-29 nucleus of spin $1/2$ with probability $f$, independently of the others, and otherwise a spinless isotope. Let $\xi_l=1$ or $0$ mark the two cases. With energies divided by Planck's constant,

$$
\frac{H}{h}=\frac{g\mu_B B}{h}S_z+A_P\,\mathbf S\cdot\mathbf I_P+\sum_l \xi_l A_l\,\mathbf S\cdot\mathbf I_l+\text{(nuclear Zeeman terms)} .
$$

The couplings $A_l$ are in MHz, times $t$ in µs. The phosphorus term splits the resonance into two components; the line treated here is one of them, with $\nu$ measured from its centre.

In a high field the electron frequency far exceeds every $A_l$, so only $S_zI_{l,z}$ is kept (the secular approximation). Raising $S_z$ from $-1/2$ to $+1/2$ with the nuclei fixed changes the energy by an amount containing $A_lm_l$ for each occupied site, with $m_l=\pm1/2$. The nuclear Zeeman terms cancel in the difference. Hence

$$
\nu=\sum_l \xi_lA_lm_l .
$$

The nuclei are unpolarised, so both signs of $m_l$ are equally likely, and static during the measurement. The line $p(\nu)$ is the probability density of $\nu$ over many donors, of unit area and without homogeneous width. Its characteristic function is

$$
\Phi(t)=\langle e^{2\pi i\nu t}\rangle=\int p(\nu)e^{2\pi i\nu t}d\nu,\qquad
p(\nu)=\int\Phi(t)e^{-2\pi i\nu t}dt .
$$

## Two sites by hand

Take two sites with $A_1=3.772$ MHz and $A_2=1.978$ MHz, and $f=0.047$. Each site has three outcomes: shift $0$ with weight $1-f$, and shifts $\pm A/2$ with weight $f/2$ each. The pair has nine:

| Shift (MHz) | Weight of each line |
|---|---|
| $0$ | $(1-f)^2=0.9082$ |
| $\pm A_1/2=\pm1.886$ | $f(1-f)/2=0.0224$ |
| $\pm A_2/2=\pm0.989$ | $0.0224$ |
| $\pm(A_1+A_2)/2=\pm2.875$ | $f^2/4=0.00055$ |
| $\pm(A_1-A_2)/2=\pm0.897$ | $0.00055$ |

The same list follows from a product. For one site,

$$
\phi(t)=(1-f)+\frac f2e^{i\pi At}+\frac f2e^{-i\pi At}=1-f+f\cos(\pi At).
$$

The sites are independent, so the average of a product of exponentials is the product of their averages. With $c_l=\cos(\pi A_lt)$,

$$
\phi_1\phi_2=(1-f)^2+f(1-f)(c_1+c_2)+f^2c_1c_2,
$$

$$
c_1c_2=\tfrac12\cos[\pi(A_1+A_2)t]+\tfrac12\cos[\pi(A_1-A_2)t].
$$

A pair of lines at $\pm\nu_0$ with weight $w$ each contributes $2w\cos(2\pi\nu_0t)$. Reading off the weights reproduces the table; for example $2w=f^2/2$ gives $w=f^2/4$.

The variance can also be found in two ways. For one site it is $f(A/2)^2$, and independent variances add:

$$
\frac{0.047}{4}(3.772^2+1.978^2)=0.213\ \text{MHz}^2 .
$$

Summing squared shifts over the table gives $0.159+0.044+0.010=0.213$ MHz².

## The general line and its width

For $N$ sites the list has $3^N$ outcomes, but the product has $N$ factors:

$$
\boxed{\;p(\nu)=\int dt\,e^{-2\pi i\nu t}\prod_l\left[1-f+f\cos(\pi A_lt)\right]\;}
$$

As a check, take six sites, one from each of the six groups of equally coupled sites with the largest couplings in the example below. Summing all $3^6=729$ outcomes at $t=0.07$, $0.31$ and $1.3$ µs agreed with the product within the test's relative tolerance of $10^{-5}$.

The short-time expansion gives the moments. Put $x=\pi A_lt$. To fourth order,

$$
\ln[1+f(\cos x-1)]=f\left(-\frac{x^2}{2}+\frac{x^4}{24}\right)-\frac{f^2}{2}\frac{x^4}{4}
=-\frac{fx^2}{2}+\frac{f(1-3f)x^4}{24}.
$$

For a symmetric line, with $\omega=2\pi t$, the definition of cumulants is $\ln\Phi=-\sigma^2\omega^2/2+\kappa_4\omega^4/24-\dots$. Since $x=A_l\omega/2$,

$$
\sigma^2=\frac f4\sum_lA_l^2,\qquad
\kappa_4=\frac{f(1-3f)}{16}\sum_lA_l^4 .
$$

The excess kurtosis, zero for a Gaussian, is therefore

$$
K=\frac{\kappa_4}{\sigma^4}=\frac{1-3f}{fN_{\rm eff}},\qquad
N_{\rm eff}=\frac{(\sum A_l^2)^2}{\sum A_l^4}.
$$

$N_{\rm eff}$ is the number of equal couplings that would give the same ratio of sums. A nearly Gaussian line needs $fN_{\rm eff}\gg1$: many occupied sites of comparable strength on each donor.

For small $K$ the correction to the width follows from $\Phi\simeq e^{-\sigma^2\omega^2/2}(1+\kappa_4\omega^4/24)$. Under the transform $\omega^4$ becomes a fourth derivative of the Gaussian $G$, so with $y=\nu/\sigma$

$$
p\simeq G\left[1+\frac K{24}(y^4-6y^2+3)\right].
$$

The polynomial is $3$ at the centre and $-3.40$ at the Gaussian half-height point $y_h^2=2\ln2$. There the ratio $p/p(0)$ is lowered by the relative amount $(3+3.40)K/24=0.267K$. The logarithmic slope of $G$ is $-y_h$, so the half-height point moves inward by $0.267K/y_h$. The relative change of the full width at half maximum (FWHM) is then $-0.267K/y_h^2=-0.19K$.

## Couplings for a phosphorus donor

**Contact field.** Let an electron magnetisation $M(r)\hat{\mathbf z}$ be spherical about a nucleus. Its current density is $\nabla M\times\hat{\mathbf z}=-M'(r)\sin\theta\,\hat{\boldsymbol\varphi}$, and the Biot–Savart law gives at the centre

$$
B_z=-\frac{\mu_0}{4\pi}\int_0^\infty M'dr\int\sin^2\theta\,d\Omega
=\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}M(0)=\frac23\mu_0M(0).
$$

The electron has $M=-g\mu_BS_z|\psi|^2$ and the nuclear energy is $-\gamma_n\hbar I_zB_z$. The two minus signs cancel:

$$
A_l=\frac23\mu_0g\mu_B\frac{\gamma_n}{2\pi}|\psi(\mathbf R_l)|^2 .
$$

For silicon-29 $\gamma_n$ is negative. The line is even in each $A_l$, so magnitudes suffice. With $|\gamma_n|/2\pi=8.465$ MHz/T and $g=2$, the factor before $|\psi|^2$ is $0.1315$ MHz nm³. The non-spherical part of the density gives an anisotropic coupling, estimated later.

**Density.** The donor ground state combines the six conduction valleys with equal amplitudes $1/\sqrt6$. Each valley has an envelope $F_j$ times a Bloch function whose value at a nucleus is $\sqrt\eta\,e^{i\mathbf k_j\cdot\mathbf R}$, where $\eta$ is the Bloch density there relative to its cell average. Opposite valleys share an envelope and combine to $2\cos$, so

$$
|\psi(\mathbf R)|^2=\frac{2\eta}{3}\left[F_x\cos k_0x+F_y\cos k_0y+F_z\cos k_0z\right]^2,
$$

$$
F_x=\frac{1}{\sqrt{\pi a_\perp^2a_\parallel}}\exp\left[-\sqrt{\frac{x^2}{a_\parallel^2}+\frac{y^2+z^2}{a_\perp^2}}\right],
$$

and similarly for $y$ and $z$.

The two sublattices could have different Bloch phases. Let $T$ be a fourfold rotation about $x$ followed by a shift $\boldsymbol\tau=(a_0/4)(1,1,1)$, which carries one sublattice into the other. The conduction minimum on the $x$ axis has $\Delta_1$ symmetry: its eigenvalue under $T$ is that of the plane wave $e^{ikx}$, namely $e^{-i\mathbf k\cdot\boldsymbol\tau}$. Evaluating $T\phi=e^{-i\mathbf k\cdot\boldsymbol\tau}\phi$ at $\boldsymbol\tau$ gives $\phi(0)=e^{-i\mathbf k\cdot\boldsymbol\tau}\phi(\boldsymbol\tau)$. The periodic part of $\phi$ thus has the same value on both sublattices. A local pseudopotential band calculation at the minimum gave $1.000000$ for their ratio.

**Parameters.** The model uses $a_0=0.543$ nm, $a_\perp=2.0$ nm, $a_\parallel=1.2$ nm, $k_0=0.85(2\pi/a_0)$ and $\eta=180$, all rough typical values. For the site $(0,0,a_0)$ the bracket, without the normalisation of $F$, is

$$
2e^{-0.543/2.0}+e^{-0.543/1.2}\cos(1.7\pi)=1.524+0.374=1.898 .
$$

Then $|\psi|^2=120\times1.898^2/(\pi\times2.0^2\times1.2)=28.7$ nm⁻³, and $A=0.1315\times28.7=3.77$ MHz. Six sites share this value. They are the most strongly coupled sites in the model. The shell with the next largest coupling, of type $(0,a_0,a_0)$, has twelve sites with $1.98$ MHz.

## The transform in practice

1. List the sites within a chosen radius and group those whose coordinates differ only in order and sign; the model density is the same on all of them. Within 8 nm there are 107,256 sites in 3,814 groups.
2. For each time add $m_s\ln[1-f+f\cos(\pi A_st)]$ over groups $s$ of multiplicity $m_s$, and exponentiate. Each factor is at least $1-2f$, so the logarithm is safe for $f<1/2$.
3. Sample at $t_n=n\,\delta t$, with $\delta t=1/W$, and apply a fast Fourier transform of length $L$. Because $\Phi$ is real and even,

$$
p_k=\delta t\left[\Phi_0+2\sum_{n=1}^{L/2-1}\Phi_n\cos\frac{2\pi nk}{L}+(-1)^k\Phi_{L/2}\right],\qquad \nu_k=\frac{kW}{L}.
$$

The time step sets the frequency window. Inserting the definition of $\Phi$ into the full sampled sum produces

$$
\delta t\sum_n e^{2\pi in\delta t(\nu'-\nu)}=\sum_q\delta(\nu'-\nu-qW),
$$

so the result is $\sum_qp(\nu+qW)$: copies of the line spaced by $W$. The example uses $W=64$ MHz, about 26 times $\sigma$, and $L=8192$, which gives a frequency step of $0.0078$ MHz.

The last time is $4096/64=64$ µs. A finite list of sites strictly has a discrete spectrum, and its $\Phi$ does not vanish for good at late times. Stopping at 64 µs describes this dense set of lines at a resolution of about $1/64$ MHz. In every case here $\Phi(64\ \text{µs})$ was below $10^{-4}$, so the cut does not remove a large remaining signal. With few sites or very small $f$ the weight $(1-f)^N$ of donors without any silicon-29 nucleus can become visible as a central spike; a homogeneous width must then be included.

## Natural silicon

For $f=0.047$ the couplings give $\sigma=2.436$ MHz and $K=0.1245$. The second and fourth moments of the transformed line reproduce these cumulants. The FWHM is 5.59 MHz. Dividing by $g\mu_B/h\simeq28$ MHz/mT gives 0.200 mT.

A Gaussian with the same variance has FWHM $2\sqrt{2\ln2}\,\sigma=5.74$ MHz. The line is 2.5% narrower, relative to that estimate, and the correction $-0.19K$ predicts 2.4%. From $K$, $N_{\rm eff}=(1-3f)/(fK)\simeq147$, so $fN_{\rm eff}\simeq7$. Seven effective contributors make the centre nearly Gaussian but leave heavier tails: the fraction beyond $3\sigma$ is 0.35%, against 0.27% for a Gaussian.

## Explicit nuclear configurations

A direct simulation places nuclei on sites, gives each a random sign and adds the shifts. Testing every site with a random number is wasteful when most are empty. Arrange all sites of all configurations in one sequence. The distance $q$ to the next occupied entry requires $q-1$ empty entries and then an occupied one, so

$$
P(q)=(1-f)^{q-1}f .
$$

Drawing these gaps reproduces independent occupation without visiting empty sites.

The comparison used the 26,166 sites within 5 nm for both methods. This smaller radius changes $\sigma$ from 2.436 to 2.435 MHz. From 20,000 configurations of natural silicon:

| Quantity | Product | Sampling |
|---|---|---|
| $\sigma$ (MHz) | 2.435 | 2.43 |
| $K$ | 0.125 | 0.102 |
| $\Phi$ at 0.09375 µs | 0.365 | 0.366 |
| Fraction inside half maximum | 0.753 | 0.756 |

For a nearly Gaussian sample of size $n$ the standard error of $K$ is about $\sqrt{24/n}=0.035$, so the difference in $K$ is within sampling noise. The largest gap between the cumulative distributions is 0.0046, below the acceptance limit $2/\sqrt n=0.014$.

This sample barely separates the product from a Gaussian. Purified silicon with $f=0.001$ does so clearly. With 200,000 configurations the largest cumulative gap is 0.0033 for the product and 0.090 for a Gaussian of equal variance. The first passes the limit $2/\sqrt n=0.0045$, though not by much: for a correct continuous distribution, the large-sample probability of a gap at least this big is $2e^{-2n(0.00326)^2}\simeq0.03$. Since the product rule was derived without approximation from independent occupation, the natural reading is a sampling fluctuation.

## Purification and the failure of the Gaussian

With all couplings held fixed, the widths are:

| $f$ | FWHM (MHz) | Gaussian estimate (MHz) |
|---|---|---|
| 0.047 | 5.59 | 5.74 |
| 0.01 | 2.33 | 2.65 |
| 0.001 | 0.35 | 0.84 |

The variance is proportional to $f$, so the Gaussian estimate falls as $\sqrt f$. The actual width falls faster because variance and half width respond to different donors. The six strongest sites supply $6\times3.772^2=85$ of the total $\sum A_l^2=4\sigma^2/f=505$ MHz², or 17% of the variance. At $f=0.001$ only about 0.6% of donors have a nucleus on any of them. Those donors lie in the wings and hardly affect the half maximum. These six sites illustrate the effect but are only part of it: without them the Gaussian estimate would still be about 0.76 MHz. Another 556 sites, each with a weaker coupling, also give single-nucleus shifts larger than the half width, and they supply about 68% of the variance. Counting these and the six strongest sites together, about 43% of donors have at least one such nucleus. Removing the six strongest sites leaves the FWHM at 0.35 MHz; removing all 562 takes away 85% of the variance but lowers the FWHM only to 0.28 MHz. Here $fN_{\rm eff}\simeq0.15$, so the condition for a Gaussian has failed.

## Comparison with real donors and neglected effects

The measured line of lightly doped natural silicon is roughly 0.25 mT wide; the model gives 0.20 mT. The measured coupling of the strongest shell is roughly 6 MHz, against 3.8 MHz here, so the model with these parameters underestimates it. Replacing that one shell by 6 MHz raises $\sum A_l^2$ from 505 to about 636 MHz² and $\sigma$ by 12%, but the FWHM only by about 6%, to 5.9 MHz or 0.21 mT, so this one shell does not close the gap to the measured width. Shortening both envelope lengths by 10%, with the other parameters fixed, raises the FWHM from 5.6 to 6.4 MHz. The width is also proportional to $\eta$. The second digit of the predicted width is therefore uncertain.

In a randomly doped crystal the assumption of isolated donors fails when the donors are too close together. A rough exchange energy is the Coulomb energy at separation $R$, screened by a relative permittivity of 11.7, times the squared overlap of two 1s functions. With $\rho=R/a_\perp$ and elliptic coordinates $u,v$ about the two centres,

$$
S_{12}=\frac{\rho^3}{4}\int_1^\infty du\int_{-1}^1dv\,(u^2-v^2)e^{-\rho u}
=e^{-\rho}\left(1+\rho+\frac{\rho^2}{3}\right).
$$

This energy equals the line width at about 20 nm. At $10^{15}$ cm⁻³, randomly placed donors have a neighbour within that distance in 3% of cases; at $10^{16}$ cm⁻³ the same Poisson law gives about 29%, and the isolated-donor line is no longer a safe description. Strain and interfaces also change the valley amplitudes and envelopes; their effect is not computed here.

The other estimates, at 0.35 T and 10 K, are smaller:

- Treating the electron as a point dipole at the donor gives an anisotropic rms shift of up to 0.33 MHz for fields along [001], [011] and [111]. Its cross term with the contact shift cancels over each cubic shell, so $\sigma$ would become $\sqrt{2.436^2+0.33^2}=2.46$ MHz, a 1% increase. This figure is crude: it comes mostly from the nearest nuclei, which lie inside the electron cloud, where a point dipole greatly overstates the field of the spread-out envelope. Anisotropy from p-like density on the nucleus's own atom is left out.
- Diagonalising the full Hamiltonian for the electron, phosphorus-31 with $A_P=118$ MHz, and four silicon-29 nuclei with unequal couplings moved the lines by at most 0.15 kHz from their secular positions, after removal of a common shift. That shift, about $\sum A_l^2/4\nu_e$ over the occupied sites with $\nu_e$ the electron frequency, is 0.5 kHz here and differs from donor to donor; with it the largest displacement is 0.7 kHz. Equal couplings allow larger displacements, about 3 kHz for four nuclei in the strongest shell (4.4 kHz with the common shift), which is still far below the line width.
- The thermal nuclear polarisation is $7\times10^{-6}$. Valley-orbit states taken 12 meV above the ground state have a relative population of $4\times10^{-6}$.
- The dipolar coupling between donors at their typical spacing for $10^{15}$ cm⁻³ is 0.2 kHz.

The numerical output below lists the values behind these comparisons.

## Computed results

```
Lattice constant: 0.543 nm
Envelope length, transverse: 2 nm
Envelope length, longitudinal: 1.2 nm
Bloch density ratio eta: 180
Silicon-29 fraction, natural: 0.047
Silicon-29 gyromagnetic ratio, magnitude: 8.465 MHz/T
Magnetic field: 0.35 T
Electron frequency: 9.797 GHz
Contact field factor from currents: 0.666667
Contact scale: 0.1315 MHz nm^3
Bloch amplitude ratio of sublattices: 1.000000
Site-sum normalisation: 0.9938
Sites within 8 nm: 107256
Distinct shells within 8 nm: 3814
Strong shell (0, 0, 4) (a/4 units): A = 3.772 MHz, 6 sites
Strong shell (0, 4, 4) (a/4 units): A = 1.978 MHz, 12 sites
Strong shell (5, 5, 5) (a/4 units): A = 1.824 MHz, 4 sites
Rms shift sigma: 2.436 MHz
Excess kurtosis, formula: 0.1245
Excess kurtosis, from line: 0.1245
FWHM, natural: 5.595 MHz
FWHM, natural: 0.1999 mT
FWHM, Gaussian estimate: 5.737 MHz
FFT window: 64 MHz
FFT frequency step: 0.007812 MHz
Sites within 5 nm (sampled): 26166
Configurations, natural: 20000
Rms shift within 5 nm, formula: 2.435 MHz
Rms shift within 5 nm, sampled: 2.43 MHz
Excess kurtosis within 5 nm, formula: 0.1248
Excess kurtosis within 5 nm, sampled: 0.1018
Time for Phi comparison: 0.09375 us
Phi, product: 0.3652
Phi, sampled: 0.3659
Fraction inside half maximum, line: 0.7531
Fraction inside half maximum, sampled: 0.7561
Fraction beyond 3 sigma, line: 0.003494
Fraction beyond 3 sigma, sampled: 0.00305
Fraction beyond 3 sigma, Gaussian: 0.0027
Largest CDF gap, natural: 0.004552
Configurations, f = 0.001: 200000
Largest CDF gap, f = 0.001, product: 0.003259
Largest CDF gap, f = 0.001, Gaussian: 0.09034
FWHM at f = 0.01: 2.3280 MHz; Gaussian estimate 2.6463 MHz
FWHM at f = 0.001: 0.3516 MHz; Gaussian estimate 0.8368 MHz
FWHM with envelope lengths 10% shorter: 6.445 MHz
Largest nonsecular line displacement: 0.1452 kHz
Point-dipole rms shift, natural: 0.3286 MHz
Typical nuclear dipole shift, f = 0.001: 3.286 kHz
Temperature: 10 K
Thermal nuclear polarisation: 7.109e-06
Excited valley-orbit population ratio (12 meV): 4.48e-06
Donor density: 1e+15 cm^-3
Donor dipolar coupling: 0.2175 kHz
Distance where exchange equals FWHM: 20.09 nm
Fraction of donors with such a neighbour: 0.03337
```
